# Taylor's Cone: Why Static Balance Selects a Single Semi-Angle

**Q.** A charged liquid surface can be drawn out into a point. Surface tension resists, the field pulls, and both grow towards the tip. Why should that fix an angle? A stronger field might simply make a sharper cone.

**A.** The two pressures must balance at every distance from the tip, not just at one. Take an idealized case: a perfectly conducting liquid at rest fills an infinite circular cone of semi-angle $\alpha$, with $0<\alpha<90^\circ$. Outside is vacuum without charge. The surface tension $\gamma$ is constant, gravity is absent, and the pressures inside and outside are equal. Let $r$ be the distance from the apex.

**Q.** Start with surface tension. What pressure does it exert on a cone?

**A.** Take a narrow ring of the surface, of slant width $dr$. Its radius about the axis is $r\sin\alpha$, so its area is $2\pi r\sin\alpha\,dr$. Push the surface outward along its normal by a small $\delta$. The normal makes an angle $\alpha$ with the direction pointing straight away from the axis, so the ring's radius grows by $\delta\cos\alpha$ while its slant width is unchanged. The area grows by $2\pi\delta\cos\alpha\,dr$. The work against surface tension, divided by the original area and by $\delta$, is the inward pressure

$$p_\gamma=\frac{\gamma\,2\pi\delta\cos\alpha\,dr}{2\pi r\sin\alpha\,dr\;\delta}=\frac{\gamma\cot\alpha}{r}.$$

**Q.** And the electric pull? The surface charge density is $\sigma=\varepsilon_0\mathcal E$, where $\mathcal E$ is the field just outside. I would have written $\sigma\mathcal E$.

**A.** That counts the force of a patch of charge on itself. Close to the patch, its own field is $\sigma/2\varepsilon_0$ outward on the outside and the same amount inward on the inside. All other charges give a field $\mathcal E_{\rm o}$ that is continuous through the patch. The total vanishes inside the conductor, so $\mathcal E_{\rm o}=\sigma/2\varepsilon_0=\mathcal E/2$. Only this field pushes the patch, and the outward pressure is $\sigma\mathcal E/2=\varepsilon_0\mathcal E^2/2$. It does not depend on the sign of the charge.

With equal pressures on the two sides, balance requires

$$\frac{\varepsilon_0\mathcal E^2}{2}=\frac{\gamma\cot\alpha}{r}
\quad\Longrightarrow\quad
\mathcal E=\frac{C}{\sqrt r},\qquad C=\sqrt{\frac{2\gamma\cot\alpha}{\varepsilon_0}}.$$

**Q.** So you will now try a potential proportional to $r^{1/2}$. But that is a guess. A sum of several powers of $r$, or a potential that varies around the axis, might give the same surface field.

**A.** It cannot, and this can be proved. Let the cone be at potential $V_0$ and write $V=V_0-\phi$, so that $\phi=0$ on the surface and $\nabla^2\phi=0$ outside. The normal derivative of $\phi$ has magnitude $C/\sqrt r$. It never vanishes and is continuous on the surface without its apex, which is one connected piece, so it keeps one sign. Take it positive.

For any $\lambda>0$ define $\phi_\lambda(\mathbf x)=\lambda^{-1/2}\phi(\lambda\mathbf x)$. This is also harmonic outside the same cone and zero on its surface. Its normal derivative there is

$$\lambda^{-1/2}\,\lambda\,\frac{C}{\sqrt{\lambda r}}=\frac{C}{\sqrt r},$$

the same as that of $\phi$. The difference $w=\phi_\lambda-\phi$ therefore has zero value and zero normal derivative on the surface.

**Q.** Does that force $w$ to vanish away from the surface?

**A.** Yes. Near a surface point, continue $w$ into the liquid by setting it to zero there. Multiply by the Laplacian of any smooth function $\chi$ that vanishes outside a small ball around the point. Green's identity gives

$$\int w\,\nabla^2\chi\,d^3x=\int_{\rm outside}\chi\,\nabla^2w\,d^3x+\text{surface terms}=0,$$

because each surface term contains $w$ or its normal derivative. A function with this property for every $\chi$ is harmonic throughout the ball (Weyl's lemma), hence analytic. It is zero in the liquid part of the ball, so it is zero in the whole ball, and by analytic continuation in the whole connected exterior.

Thus $\phi(\mathbf x)=\lambda^{-1/2}\phi(\lambda\mathbf x)$. Choosing $\lambda=1/r$ gives $\phi(\mathbf x)=r^{1/2}\phi(\mathbf x/r)$. A rotation about the axis also leaves the surface data unchanged, so the same argument excludes any dependence on azimuth. With $\theta$ measured from the axis that points out of the liquid,

$$\phi=A\,r^{1/2}f(\theta),\qquad f(\theta_0)=0,\qquad \theta_0=\pi-\alpha.$$

**Q.** What does Laplace's equation then say about $f$?

**A.** The radial part is

$$\frac1{r^2}\frac{d}{dr}\left(r^2\frac{d\,r^{1/2}}{dr}\right)=\frac1{r^2}\frac{d}{dr}\left(\frac{r^{3/2}}2\right)=\frac34\,r^{-3/2}.$$

The angular part has the same factor $r^{-3/2}$, which leaves

$$f''+\cot\theta\,f'+\tfrac34f=0 .$$

Near $\theta=0$ one solution is finite and the other behaves as $\ln\theta$. The logarithm would be the potential of a charged line on the axis, and there is none. The finite solution with $f(0)=1$ is the Legendre function $P_{1/2}(\cos\theta)$. The strength $A$ multiplies the whole function and cannot move its zeros. A stronger field therefore does not mean a sharper cone in this balance.

**Q.** Legendre functions can have several zeros. Why only one angle?

**A.** Use $s=\sin^2(\theta/2)$, which runs from 0 on the outer axis to 1 on the axis inside the liquid. Then $ds/d\theta=\tfrac12\sin\theta$, $\sin^2\theta=4s(1-s)$ and $\cos\theta=1-2s$. The second derivative gives $s(1-s)f_{ss}+\tfrac12(1-2s)f_s$, and the cotangent term gives another $\tfrac12(1-2s)f_s$. So

$$s(1-s)f_{ss}+(1-2s)f_s+\tfrac34f=0.$$

Insert $f=\sum a_ns^n$ with $a_0=1$. The coefficient of $s^n$ is

$$[n(n+1)+(n+1)]a_{n+1}-[n(n-1)+2n-\tfrac34]a_n=0,$$

and therefore

$$a_{n+1}=\frac{(n-\frac12)(n+\frac32)}{(n+1)^2}\,a_n .$$

The first step gives $a_1=-\tfrac34$. Every later factor is positive, so all later coefficients are negative too. Writing $c_n=-a_n>0$,

$$f=1-\sum_{n\ge1}c_ns^n,$$

which falls strictly as $s$ increases. It can cross zero at most once.

**Q.** At most once is not once. Does it cross at all, and on the correct side of $90^\circ$?

**A.** Both follow from the product $nc_n$. The recurrence gives

$$\frac{(n+1)c_{n+1}}{nc_n}=\frac{(n-\frac12)(n+\frac32)}{n(n+1)}=1-\frac{3}{4n(n+1)}.$$

These factors lie between 0 and 1, so $nc_n\le c_1=\tfrac34$. A product of factors $1-x_j$ with $0\le x_j\le1$ is at least $1-\sum x_j$. Since $\sum_{n\ge1}1/[n(n+1)]=1$, the product of all the factors is at least $\tfrac14$, and $nc_n\ge\tfrac3{16}$.

The lower bound makes $\sum c_n$ diverge like the harmonic series, so $f\to-\infty$ as $s\to1$. There is one zero. The upper bound gives, at $\theta=90^\circ$ or $s=\tfrac12$,

$$f\ge1-\frac34\sum_{n\ge1}\frac{1}{n2^n}=1-\frac34\ln2>0 .$$

The zero therefore lies beyond $90^\circ$, and $\alpha=\pi-\theta_0$ is an acute angle, as assumed.

**Q.** Then what is its value?

**A.** The series can be summed with the complete elliptic integrals

$$K(m)=\int_0^{\pi/2}\frac{d\psi}{\Delta},\qquad E(m)=\int_0^{\pi/2}\Delta\,d\psi,\qquad \Delta=\sqrt{1-m\sin^2\psi}.$$

Let $q_0=1$ and $q_n=\prod_{j=1}^n(2j-1)/(2j)$. The binomial series are $(1-x)^{-1/2}=\sum q_nx^n$ and $(1-x)^{1/2}=\sum q_nx^n/(1-2n)$, while $\int_0^{\pi/2}\sin^{2n}\psi\,d\psi=\tfrac\pi2q_n$. Hence

$$\frac2\pi\,[2E(m)-K(m)]=\sum_{n\ge0}q_n^2\left(\frac{2}{1-2n}-1\right)m^n=\sum_{n\ge0}q_n^2\,\frac{1+2n}{1-2n}\,m^n .$$

The first coefficient is 1. The ratio of successive coefficients is

$$\frac{(2n+1)^2}{4(n+1)^2}\,\frac{2n+3}{-(2n+1)}\,\frac{1-2n}{1+2n}=\frac{(n-\frac12)(n+\frac32)}{(n+1)^2},$$

the recurrence found above. So $f=\tfrac2\pi[2E(m)-K(m)]$ with $m=s$, and the condition is

$$K(m_0)=2E(m_0),\qquad m_0=\sin^2\frac{\theta_0}2=\cos^2\frac\alpha2 .$$

Its root is $m_0=0.826115$, where $E=1.160525$ and $K=2.32105$. Therefore

$$\alpha=2\arccos\sqrt{m_0}=49.290^\circ .$$

Direct numerical integration of the angular equation from the outer axis to its zero gives the same angle, $49.290089^\circ$ to the digits printed. Neither $\gamma$ nor the voltage enters.

**Q.** What goes wrong at, say, $40^\circ$ or $60^\circ$? Could I not adjust the voltage?

**A.** You could match the pressures at some distances, but not at every distance. For a general cone, the lowest regular solution that vanishes on the surface is $r^\nu P_\nu(\cos\theta)$, with $\nu$ fixed by the angle. Its surface field varies as $r^{\nu-1}$, so

$$\frac{\text{electric pressure}}{\text{capillary pressure}}\propto\frac{r^{2\nu-2}}{r^{-1}}=r^{2\nu-1}.$$

At $40^\circ$, $\nu=0.422$ and the ratio varies as $r^{-0.155}$. With the strength of the solution held fixed, moving ten times closer to the apex raises the ratio by a factor $10^{0.155}\approx1.43$. At $60^\circ$, $\nu=0.602$, and the same move multiplies the ratio by $10^{-0.203}\approx0.63$. These figures show how a single mode fails. The uniqueness proof above also covers sums of modes.

**Q.** Does this prove that a real drop will settle at $49.3^\circ$?

**A.** No. It proves that a static cone under the stated conditions must have this angle. It does not show that the cone is stable or that a drop reaches it. If the liquid pressure exceeds the outside pressure by $p_0$, the balance changes to

$$\frac{\varepsilon_0\mathcal E^2}{2}=\frac{\gamma\cot\alpha}{r}-p_0 .$$

The correction is small where $r\ll\gamma\cot\alpha/|p_0|$. There the cone can serve as a local approximation; farther out it need not.

**Q.** To find a voltage you also need $A$. How does it follow from the surface tension?

**A.** Through the slope of $f$ at its zero. Since $m\sin^2\psi=1-\Delta^2$, differentiation under the integral gives

$$\frac{dE}{dm}=-\int_0^{\pi/2}\frac{\sin^2\psi}{2\Delta}\,d\psi=\frac{E-K}{2m},\qquad
\frac{dK}{dm}=\frac1{2m}\left(\int_0^{\pi/2}\frac{d\psi}{\Delta^3}-K\right).$$

The remaining integral follows from

$$\frac{d}{d\psi}\,\frac{m\sin\psi\cos\psi}{\Delta}=\frac{m-2m\sin^2\psi+m^2\sin^4\psi}{\Delta^3}=\Delta-\frac{1-m}{\Delta^3}.$$

The left side integrates to zero, so $\int d\psi/\Delta^3=E/(1-m)$. At $K=2E$,

$$\frac{d(2E-K)}{dm}=-\frac Em-\frac1{2m}\left(\frac{E}{1-m}-2E\right)=-\frac{E}{2m(1-m)}.$$

Now use $dm/d\theta=\tfrac12\sin\theta$ and $m(1-m)=\tfrac14\sin^2\theta$, with $\sin\theta_0=\sin\alpha$:

$$f'(\theta_0)=\frac2\pi\left(-\frac{2E(m_0)}{\sin^2\alpha}\right)\frac{\sin\alpha}{2}=-\frac{2E(m_0)}{\pi\sin\alpha}=-0.9747 .$$

The normal out of the liquid points towards smaller $\theta$, so the surface field is $-r^{-1}\partial_\theta\phi=A|f'(\theta_0)|/\sqrt r$. Equating it to $C/\sqrt r$ gives $A=C/|f'(\theta_0)|$. With this $A$ the balance holds at every $r$, so the angle is sufficient as well as necessary.

**Q.** An infinite cone has no definite voltage.

**A.** A counter-electrode supplies one if it follows an equipotential. On the surface $r=R_0/f(\theta)^2$, with $\theta<\theta_0$, the potential drop is $A\sqrt r\,f=A\sqrt{R_0}$ everywhere. Here $R_0$ is the distance from apex to electrode along the axis.

**Q.** Put in a real liquid.

**A.** Take a positive caesium ion emitter at 310 K, with the rough value $\gamma=0.07$ N/m and $R_0=1$ mm. At $r=10$ nm the capillary pressure is

$$\frac{0.07\times0.8604}{10^{-8}}\ \text{Pa}=6.02\ \text{MPa},$$

and the field that balances it is

$$\mathcal E=\sqrt{\frac{2\times6.02\times10^6}{8.854\times10^{-12}}}\ \text{V/m}=1.17\ \text{V/nm}.$$

At 100 nm they are 0.602 MPa and 0.369 V/nm. The amplitude is $A=1.197\times10^5\ \text{V/m}^{1/2}$, and the voltage is

$$1.197\times10^5\times\sqrt{10^{-3}}\ \text{V}\approx3.8\ \text{kV}.$$

**Q.** An emitter emits. Your cone is static and has no charge outside it. How bad is that?

**A.** Assume an ion current $I=1$ µA. An ion of mass $M$ leaving the apex from rest has $\tfrac12Mv^2=eA\sqrt r$ on the axis, so it reaches $r$ after

$$t=\sqrt{\frac{M}{2eA}}\int_0^r x^{-1/4}dx=\frac43\,r^{3/4}\sqrt{\frac{M}{2eA}} .$$

The charge in flight is $It$. Spread over a sphere it gives a field $It/(4\pi\varepsilon_0r^2)$. Relative to the cone's surface field this is roughly 4% at 100 nm and a quarter at 10 nm, growing inward as $r^{-3/4}$. The electric pressure goes as the square of the field, so these figures mean a loss of roughly 9% of that pressure at 100 nm and over 40% at 10 nm. It is an order-of-magnitude estimate, since the real beam is not spherical, the conducting cone is left out, and the ions' own charge alters their motion.

The liquid must also flow to replace the ions. For a uniform radial flow of speed $q/r^2$ towards the apex, $q=IM/(e\rho\Omega)$, where $\rho$ is the density and $\Omega=2\pi(1-\cos\alpha)$ the solid angle of the cone. The surface-normal strain rate has magnitude $q/r^3$, so the viscous stress is $2\eta q/r^3$; the inertial pressure is $\rho q^2/(2r^4)$. With $\eta=0.7$ mPa s and $\rho=1.84$ g/cm³, these are 8% and 0.2% of the capillary pressure at 10 nm. At 100 nm the viscous share is below 0.1%.

**Q.** The ideal field becomes infinite at the apex. Where must the cone end?

**A.** One limit is field evaporation. Removing an atom, ionizing it and returning the electron to the metal costs roughly $Q_0=0.8+3.9-2.1=2.6$ eV. In a field $F$ with a planar image force, the ion's energy at distance $x$ is $Q_0-eFx-e^2/(16\pi\varepsilon_0x)$. The two subtracted terms have the least sum when they are equal, so the barrier is

$$Q=Q_0-\sqrt{\frac{e^3F}{4\pi\varepsilon_0}} .$$

At $r=10$ nm it is 1.3 eV, about 50 times the thermal energy of 0.027 eV. It vanishes at $F=4.7$ V/nm, which the ideal cone reaches at $r\approx0.6$ nm. That is only two to three times the thermal roughness scale $\sqrt{k_BT/\gamma}\approx0.25$ nm, so a smooth surface and a planar barrier are both doubtful there. At that field the top of the barrier lies at $x=\sqrt{e/(16\pi\varepsilon_0F)}\approx0.28$ nm, about the radius of a caesium atom, where the image force itself is not reliable. The figure marks where this barrier vanishes on the ideal cone, not the radius of a real tip. At the assumed 1 µA the static balance fails much farther out. By the estimate above, space charge already removes over 40% of the electric pressure at 10 nm. The viscous share is smaller there, 8%, but grows as $r^{-2}$ and would equal the capillary pressure at about 3 nm. The electronic screening length, 0.08 nm, is under 1% of $r$ at 10 nm.

**Q.** How does all this compare with an actual source?

**A.** Liquid-metal ion sources typically work with kilovolts and microamperes, so the chosen values are of a realistic order of magnitude. Real sources break the assumption of empty space outside the liquid. The emitted positive ions lower the field at the emitter. The estimate above suggests an effect of some per cent in the field at 100 nm, about twice that in the electric pressure, but it is too rough to be used as a correction to the 3.8 kV. The resulting change of angle is not calculated here. Real electrodes are also usually apertures rather than the equipotential used here, and their voltage needs a separate field calculation.

**Q.** And far from the tip?

**A.** For a cone with a vertical axis, gravity's share of the balance, $\rho gr\cos\alpha$ divided by $\gamma\cot\alpha/r$, is 0.2% at 100 µm. It grows as $r^2$ and would reach about 20% at 1 mm, so the cone should not be trusted out to the electrode scale on Earth. Residual gas matters less: at an assumed $10^{-6}$ Torr, and with an assumed collision diameter of 0.4 nm, the mean free path is tens of metres, against a 1 mm gap. That makes collisions with residual gas rare in the gap. The estimate leaves out caesium vapour from the liquid, and it does not exclude a discharge along an insulator. The numerical output lists the remaining values.

## Numbers as computed

```
Taylor semi-angle: 49.290089 deg
Semi-angle from angular ODE: 49.290089 deg
Elliptic parameter m0: 0.82611477
E(m0): 1.160525
K(m0): 2.32105
cot(alpha): 0.860437
dP/dtheta at surface: -0.97466 per rad
Exponent nu at 40 deg: 0.42228
Exponent nu at Taylor angle: 0.5
Exponent nu at 60 deg: 0.60151
Rough Cs surface tension: 0.07 N/m
Rough Cs density: 1.84 g/cm3
Rough Cs viscosity: 0.7 mPa s
Temperature: 310 K
Assumed ion current: 1 uA
Electrode scale R0: 1 mm
Potential amplitude A: 1.1967e+05 V/m^0.5
Electrode voltage: 3.784 kV
r=10 nm surface field: 1.166 V/nm
r=10 nm capillary pressure: 6.023 MPa
r=100 nm surface field: 0.3688 V/nm
r=100 nm capillary pressure: 0.6023 MPa
r=1000 nm surface field: 0.1166 V/nm
r=1000 nm capillary pressure: 0.06023 MPa
r=10 nm space-charge/field: 0.246
r=10 nm viscous/capillary: 0.0796
r=10 nm inertial/capillary: 0.00179
r=100 nm space-charge/field: 0.0438
r=100 nm viscous/capillary: 0.000796
r=100 nm inertial/capillary: 1.79e-06
Rough sublimation energy: 0.8 eV
Rough ionization energy: 3.9 eV
Rough work function: 2.1 eV
Zero-field ion barrier: 2.6 eV
Ion barrier at r=10 nm: 1.3 eV
Thermal energy kT: 0.0267 eV
Barrier-free evaporation field: 4.69 V/nm
Radius at that field: 0.617 nm
Electronic screening length: 0.0814 nm
Thermal roughness scale: 0.247 nm
Gravity/capillary at r=100 um: 0.00195
Assumed gas pressure: 1e-06 Torr
Assumed collision diameter: 0.4 nm
Residual-gas mean free path: 45.2 m
```
